# Surface stress and surface free energy from the pressure integral: a program that tests the result

```python
"""
Result under test: for a crystal slab held at the bulk lattice constant,
  I = integral of (p_N - p_T) dz = 2 f,   f = gamma + d(gamma)/d(strain_xx),
with f the surface stress and gamma the surface free energy per current area.
For a one-component liquid at equilibrium the same integral gives gamma.
p_N, p_T: normal and tangential pressure; z: surface normal.
Crystal: fcc (001), one atom per layer and cell, static lattice (T = 0), energy
  E = sum_i [ A sum_j exp(-p(r/r0-1)) - xi (sum_j exp(-2q(r/r0-1)))**m ],
m = 1/2: second-moment metal (Gupta); m = 1: pair potential (Morse if p = 4q).
Internal units: eV and nm.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, fsolve, minimize_scalar
from scipy.special import wrightomega

LATTICE = 0.36                  # nm
COHESIVE = 3.5                  # eV per atom
R0 = LATTICE / np.sqrt(2)       # nearest-neighbour distance = side of surface cell
SPACING = LATTICE / 2           # layer spacing
AREA = R0**2
TO_SI = const.e / 1e-18         # eV/nm^2 -> J/m^2
TO_GPA = const.e / 1e-27 / 1e9  # eV/nm^3 -> GPa


@lru_cache(maxsize=None)
def pair_list(n):
    """Directed pairs: layers I, J and in-plane displacement in cell units."""
    grids = (np.arange(-5, 6) * 1.0, np.arange(-5.5, 6.0, 1.0))
    parts = []
    for i in range(n):
        for j in range(n):
            g = grids[(i - j) % 2]
            u, v = [w.ravel() for w in np.meshgrid(g, g)]
            if i == j:
                keep = (u != 0) | (v != 0)
                u, v = u[keep], v[keep]
            parts.append((np.full(u.size, i), np.full(u.size, j), u, v))
    return tuple(np.concatenate([part[k] for part in parts]) for k in range(4))


I19, J19, U19, V19 = pair_list(19)
CENTRE = I19 == 9
BULK = (U19[CENTRE], V19[CENTRE], J19[CENTRE] - 9)


def make_crystal(name, p, q, m):
    """Amplitudes A, xi from cohesive energy and zero bulk pressure."""
    u, v, k = BULK
    r = np.sqrt(u**2 + v**2 + k**2 / 2)
    rep, bond = np.exp(-p * (r - 1)), np.exp(-2 * q * (r - 1))
    s = bond.sum()
    matrix = [[rep.sum(), -s**m],
              [-p * (r * rep).sum(), m * s**(m - 1) * 2 * q * (r * bond).sum()]]
    amp, xi = np.linalg.solve(matrix, [-COHESIVE, 0.0])
    return dict(name=name, p=p, q=q, m=m, A=amp, xi=xi)


def bulk_energy(c, sx, sy):
    """Bulk energy per atom, lateral stretches sx, sy, normal stress relaxed."""
    u, v, k = BULK

    def energy(d):
        r = np.sqrt((u * sx * R0)**2 + (v * sy * R0)**2 + (k * d)**2)
        x = r / R0 - 1
        return (c["A"] * np.exp(-c["p"] * x).sum()
                - c["xi"] * np.exp(-2 * c["q"] * x).sum()**c["m"])
    return minimize_scalar(energy, bounds=(0.93 * SPACING, 1.07 * SPACING),
                           method="bounded", options={"xatol": 1e-10}).fun


def slab(c, z, sx=1.0, sy=1.0):
    """Energy, gradient in layer heights, and bond data of a slab."""
    n = len(z)
    i, j, u, v = pair_list(n)
    x, y, dz = u * sx * R0, v * sy * R0, z[j] - z[i]
    r = np.sqrt(x**2 + y**2 + dz**2)
    rep = c["A"] * np.exp(-c["p"] * (r / R0 - 1))
    bond = np.exp(-2 * c["q"] * (r / R0 - 1))
    rho = np.bincount(i, bond, n)
    m = c["m"]
    energy = rep.sum() - c["xi"] * (rho**m).sum()
    tension = (-c["p"] * rep
               + 2 * c["q"] * m * c["xi"] * rho[i]**(m - 1) * bond) / R0
    t = tension / r
    grad = np.bincount(j, t * dz, n) - np.bincount(i, t * dz, n)
    return energy, grad, dict(t=t, x=x, y=y, dz=dz, rho=rho)


def inverse_hessian(c, z):
    n, h = len(z), 1e-5
    hess = np.array([(slab(c, z + h * e)[1] - slab(c, z - h * e)[1]) / (2 * h)
                     for e in np.eye(n)])
    return np.linalg.pinv((hess + hess.T) / 2, rcond=1e-5, hermitian=True)


start_cache = {}


def relax(c, n, sx=1.0, sy=1.0):
    """Layer heights with zero force on every layer."""
    key = (c["name"], n)
    if key not in start_cache:
        z = np.arange(n) * SPACING
        for _ in range(6):
            inv = inverse_hessian(c, z)
            z = z - inv @ slab(c, z)[1]
        start_cache[key] = (z, inv)
    z, inv = start_cache[key]
    for _ in range(200):
        grad = slab(c, z, sx, sy)[1]
        if np.abs(grad).max() < 1e-9:
            return z
        z = z - inv @ grad
    raise RuntimeError("layer relaxation did not converge")


def pressure_integral(c, n, sx=1.0, sy=1.0):
    """Integral of p_N - p_T over the relaxed slab, from the bond sum."""
    b = slab(c, relax(c, n, sx, sy), sx, sy)[2]
    return (b["t"] * (b["x"]**2 - b["dz"]**2)).sum() / (AREA * sx * sy)


def surface_energy(c, n, sx=1.0, sy=1.0):
    """Excess energy per current area of one relaxed face."""
    e = slab(c, relax(c, n, sx, sy), sx, sy)[0]
    return (e - n * bulk_energy(c, sx, sy)) / (2 * AREA * sx * sy)


metal = make_crystal("metal", 10.0, 2.5, 0.5)
pair = make_crystal("pair", 10.0, 2.5, 1.0)
short = make_crystal("short", 60.0, 15.0, 1.0)
N1, N2 = 12, 18

# --- Pressure integral against energy differences (three kinds of bonding)
results = {}
for c in (metal, pair, short):
    h = 5e-4 if c is not short else 1e-4
    gamma = surface_energy(c, N1)
    slope = (surface_energy(c, N1, 1 + h) - surface_energy(c, N1, 1 - h)) / (2 * h)
    f = pressure_integral(c, N1) / 2
    assert abs(f - (gamma + slope)) < 5e-4 * gamma, (c["name"], f, gamma, slope)
    results[c["name"]] = (gamma, slope, f)
g_m, slope_m, f_m = results["metal"]
g_p, slope_p, f_p = results["pair"]
g_s, slope_s, f_s = results["short"]
assert abs(f_m - g_m) > 0.01 * g_m and abs(f_p - g_p) > 0.05 * g_p
# nearest-neighbour limit: bonds are cut, but none of the others is strained
assert abs(f_s) < 0.01 * g_s
assert abs(g_s * AREA / (COHESIVE / 3) - 1) < 0.01
assert abs(pressure_integral(metal, N2) / 2 - f_m) < 1e-4 * g_m

# --- Force across an explicit vertical cut, and normal traction on each plane
z_m = relax(metal, N1)
b = slab(metal, z_m)[2]
i, j, u, v = pair_list(N1)
cut = 0.25 - (i % 2) / 2
crossings = np.abs(np.floor(cut) - np.floor(cut - u))
cut_force = (b["t"] * np.abs(b["x"]) * crossings).sum() / R0
assert abs(cut_force - 2 * f_m) < 1e-6 * g_m
normal = [(b["t"] * np.abs(b["dz"]))[(np.minimum(i, j) <= k)
          & (np.maximum(i, j) > k)].sum() / AREA for k in range(N1 - 1)]
assert np.abs(normal).max() < 1e-5
share = b["t"] * (b["x"]**2 - b["dz"]**2) / (2 * AREA)
layers = np.bincount(i, share, N1) + np.bincount(j, share, N1)
contraction = (z_m[1] - z_m[0]) / SPACING - 1

# --- Cleavage: traction integrated over the opening gives the surface energy
z_flat = np.arange(N1) * SPACING
g_rigid = (slab(metal, z_flat)[0] - N1 * bulk_energy(metal, 1, 1)) / (2 * AREA)
nodes, weights = np.polynomial.legendre.leggauss(60)
upper = np.arange(N2) >= N2 // 2
z_rigid = np.arange(N2) * SPACING
traction = [slab(metal, z_rigid + (1 + s) * upper)[1][upper].sum() / AREA
            for s in nodes]     # opening runs from 0 to 2 nm
g_cleave = np.dot(weights, traction) / 2
assert abs(g_cleave - g_rigid) < 1e-5 * g_rigid

# --- Lateral strain: bulk stress enters in proportion to thickness
strain = 0.002
s0, h = 1 + strain, 1e-4
i1, i2 = (pressure_integral(metal, n, s0, s0) for n in (N1, N2))
per_layer = (i2 - i1) / (N2 - N1)
de = (bulk_energy(metal, s0 + h, s0 + h)
      - bulk_energy(metal, s0 - h, s0 - h)) / (2 * h)
bulk_layer = 0.5 * s0 * de / (AREA * s0**2)
assert abs(per_layer / bulk_layer - 1) < 1e-3
f_strained = (i1 - N1 * bulk_layer) / 2

# --- Free slab: the integral vanishes; contraction follows from f in thick limit
h = 1e-3
biaxial = (bulk_energy(metal, 1 + h, 1 + h) + bulk_energy(metal, 1 - h, 1 - h)
           - 2 * bulk_energy(metal, 1, 1)) / (2 * AREA * SPACING * h**2)
free = {n: brentq(lambda s: pressure_integral(metal, n, s, s), 0.97, 1.03,
                  xtol=1e-10) - 1 for n in (N1, N2)}
product = {n: free[n] * n * SPACING for n in free}
thick_limit = (N2 * product[N2] - N1 * product[N1]) / (N2 - N1)
# 5 %: terms of second order in 1/thickness survive the extrapolation
assert abs(thick_limit / (-2 * f_m / biaxial) - 1) < 0.05
g_free = surface_energy(metal, N1, 1 + free[N1], 1 + free[N1])
assert g_free > 0.5 * g_m


# --- Neglected vibrations: classical local harmonic estimate at 300 K
def vibrational_gamma(c, n, sx, temperature):
    z = relax(c, n, sx)
    b = slab(c, z, sx)[2]
    layer_i, layer_j = pair_list(n)[:2]
    stiffness = np.zeros((n, 3))
    h = 1e-4
    for k in range(n):
        sel = layer_i == k
        vec = np.stack([b["x"][sel], b["y"][sel], b["dz"][sel]], axis=1)
        rho_j = b["rho"][layer_j[sel]]
        old = np.exp(-2 * c["q"] * (np.linalg.norm(vec, axis=1) / R0 - 1))

        def energy(shift):
            x = np.linalg.norm(vec - shift, axis=1) / R0 - 1
            new = np.exp(-2 * c["q"] * x)
            own = new.sum()**c["m"]
            others = ((rho_j - old + new)**c["m"] - rho_j**c["m"]).sum()
            return (2 * c["A"] * np.exp(-c["p"] * x).sum()
                    - c["xi"] * (own + others))
        e0 = energy(np.zeros(3))
        for a, axis in enumerate(np.eye(3)):
            stiffness[k, a] = (energy(h * axis) + energy(-h * axis) - 2 * e0) / h**2
    assert stiffness.min() > 0
    kt = const.k * temperature / const.e
    return 0.5 * kt * np.log(stiffness / stiffness[n // 2]).sum() / (2 * AREA * sx)


T_USE = 300.0
h = 2e-3
g_vib = vibrational_gamma(metal, N1, 1.0, T_USE)
f_vib = g_vib + (vibrational_gamma(metal, N1, 1 + h, T_USE)
                 - vibrational_gamma(metal, N1, 1 - h, T_USE)) / (2 * h)

# --- Liquid: van der Waals fluid with Gaussian attraction of range RANGE
T_CRIT, CORE, RANGE = 500.0, 0.05, 0.4      # K, nm^3 per molecule, nm


def liquid(temperature, guess):
    """Packing of liquid and vapour; gamma from grand potential and pressure."""
    a = 27 * T_CRIT / (8 * temperature)

    def mu(e):
        return np.log(e / (1 - e)) + e / (1 - e) - 2 * a * e

    def pressure(e):
        return e / (1 - e) - a * e**2
    dense, dilute = fsolve(lambda e: [mu(e[0]) - mu(e[1]),
                                      pressure(e[0]) - pressure(e[1])],
                           guess, xtol=1e-13)
    assert dense - dilute > 0.2
    assert abs(mu(dense) - mu(dilute)) < 1e-9
    assert abs(pressure(dense) - pressure(dilute)) < 1e-9
    dz = 0.05
    z = np.arange(-360, 361) * dz           # in units of RANGE
    mid = np.abs(z) < 12.01
    gap = z[mid][:, None] - z[None, :]
    kernel = np.exp(-gap**2) / np.sqrt(np.pi) * dz
    eta = dilute + (dense - dilute) / (1 + np.exp(2 * z))
    for _ in range(3000):
        x = wrightomega(mu(dense) + 2 * a * (kernel @ eta))
        new = x / (1 + x)
        change = np.abs(new - eta[mid]).max()
        eta[mid] = new
        if change < 1e-13:
            break
    e = eta[mid]
    omega = (e * (np.log(e / (1 - e)) - 1) - a * e * (kernel @ eta)
             - mu(dense) * e + pressure(dense))
    anisotropy = a * e * ((kernel * (1 - 2 * gap**2)) @ eta)
    unit = const.k * temperature / (CORE * 1e-27) * RANGE * 1e-9 * 1e3   # mJ/m^2
    return dense, dilute, omega.sum() * dz * unit, anisotropy.sum() * dz * unit


fluids = {350.0: liquid(350.0, [0.71, 0.043]), 400.0: liquid(400.0, [0.64, 0.08])}
for dense, dilute, g_omega, g_press in fluids.values():
    assert g_omega > 0 and abs(g_press / g_omega - 1) < 1e-4

# --- Report
print(f"lattice constant {LATTICE:.2f} nm, cohesive energy {COHESIVE:.1f} eV")
print(f"metal: p = {metal['p']:.0f}, q = {metal['q']:.1f}, "
      f"A = {metal['A']:.4f} eV, xi = {metal['xi']:.4f} eV")
print(f"pair crystal: A = {pair['A']:.4f} eV, xi = {pair['xi']:.4f} eV")
print(f"slab: {N1} layers, nominal thickness {N1 * SPACING:.2f} nm")
for label, (g, s, f) in (("metal", results["metal"]), ("pair crystal", results["pair"]),
                         ("short-range pair crystal", results["short"])):
    print(f"{label}: surface energy gamma = {g * TO_SI:.4f} J/m^2")
    print(f"{label}: d gamma/d strain = {s * TO_SI:.4f} J/m^2")
    print(f"{label}: surface stress f = I/2 = {f * TO_SI:.4f} N/m")
    print(f"{label}: f/gamma = {f / g:.4f}")
print(f"metal in eV/nm^2: gamma = {g_m:.3f}, f = {f_m:.3f}")
print(f"short-range: gamma x cell area = {g_s * AREA:.4f} eV, "
      f"E_coh/3 = {COHESIVE / 3:.4f} eV")
print(f"metal, full integral I = {2 * f_m * TO_SI:.4f} N/m")
print(f"metal, force per length on vertical cut = {cut_force * TO_SI:.4f} N/m")
for k in range(4):
    print(f"metal, layer {k + 1} contribution to I = {layers[k] * TO_SI:.4f} N/m")
print(f"metal, change of first layer spacing = {100 * contraction:.2f} %")
print(f"unrelaxed gamma, from excess energy = {g_rigid * TO_SI:.4f} J/m^2")
print(f"unrelaxed gamma, from cleavage traction = {g_cleave * TO_SI:.4f} J/m^2")
print(f"biaxial modulus M = {biaxial * TO_GPA:.1f} GPa")
print(f"lateral strain {100 * strain:.1f} %: I/2 = {i1 / 2 * TO_SI:.4f} N/m")
print(f"  of which bulk part = {N1 * bulk_layer / 2 * TO_SI:.4f} N/m")
print(f"  of which surface stress = {f_strained * TO_SI:.4f} N/m")
for n in free:
    print(f"free slab, {n} layers: lateral strain {100 * free[n]:.3f} %, "
          f"thick-slab formula {-200 * f_m / (biaxial * n * SPACING):.3f} %")
print(f"strain x thickness, extrapolated = {thick_limit:.5f} nm, "
      f"-2f/M = {-2 * f_m / biaxial:.5f} nm")
print(f"free slab, {N1} layers: gamma = {g_free * TO_SI:.4f} J/m^2 while I = 0")
print(f"vibrations at {T_USE:.0f} K: change of gamma = {g_vib * TO_SI:.4f} J/m^2")
print(f"vibrations at {T_USE:.0f} K: change of f = {f_vib * TO_SI:.4f} N/m")
print(f"fluid: T_c = {T_CRIT:.0f} K, core volume {CORE:.2f} nm^3, range {RANGE:.1f} nm")
for temp, (dense, dilute, g_omega, g_press) in fluids.items():
    print(f"fluid {temp:.0f} K: packing liquid {dense:.4f}, vapour {dilute:.4f}")
    print(f"  gamma from grand potential = {g_omega:.4f} mJ/m^2")
    print(f"  integral of p_N - p_T = {g_press:.4f} mN/m")
print("checks complete")
```

Printed output:

```
lattice constant 0.36 nm, cohesive energy 3.5 eV
metal: p = 10, q = 2.5, A = 0.1049 eV, xi = 1.2971 eV
pair crystal: A = 0.3293 eV, xi = 0.5536 eV
slab: 12 layers, nominal thickness 2.16 nm
metal: surface energy gamma = 1.2266 J/m^2
metal: d gamma/d strain = 0.1091 J/m^2
metal: surface stress f = I/2 = 1.3357 N/m
metal: f/gamma = 1.0890
pair crystal: surface energy gamma = 3.2099 J/m^2
pair crystal: d gamma/d strain = -2.3977 J/m^2
pair crystal: surface stress f = I/2 = 0.8122 N/m
pair crystal: f/gamma = 0.2530
short-range pair crystal: surface energy gamma = 2.8846 J/m^2
short-range pair crystal: d gamma/d strain = -2.8843 J/m^2
short-range pair crystal: surface stress f = I/2 = 0.0002 N/m
short-range pair crystal: f/gamma = 0.0001
metal in eV/nm^2: gamma = 7.656, f = 8.337
short-range: gamma x cell area = 1.1667 eV, E_coh/3 = 1.1667 eV
metal, full integral I = 2.6715 N/m
metal, force per length on vertical cut = 2.6715 N/m
metal, layer 1 contribution to I = 0.8699 N/m
metal, layer 2 contribution to I = 0.5021 N/m
metal, layer 3 contribution to I = -0.0285 N/m
metal, layer 4 contribution to I = -0.0075 N/m
metal, change of first layer spacing = -1.33 %
unrelaxed gamma, from excess energy = 1.2296 J/m^2
unrelaxed gamma, from cleavage traction = 1.2296 J/m^2
biaxial modulus M = 109.8 GPa
lateral strain 0.2 %: I/2 = 1.5709 N/m
  of which bulk part = 0.2307 N/m
  of which surface stress = 1.3402 N/m
free slab, 12 layers: lateral strain -0.974 %, thick-slab formula -1.126 %
free slab, 18 layers: lateral strain -0.678 %, thick-slab formula -0.751 %
strain x thickness, extrapolated = -0.02382 nm, -2f/M = -0.02433 nm
free slab, 12 layers: gamma = 1.2247 J/m^2 while I = 0
vibrations at 300 K: change of gamma = -0.0358 J/m^2
vibrations at 300 K: change of f = -0.1020 N/m
fluid: T_c = 500 K, core volume 0.05 nm^3, range 0.4 nm
fluid 350 K: packing liquid 0.7135, vapour 0.0427
  gamma from grand potential = 11.7189 mJ/m^2
  integral of p_N - p_T = 11.7189 mN/m
fluid 400 K: packing liquid 0.6442, vapour 0.0799
  gamma from grand potential = 6.5939 mJ/m^2
  integral of p_N - p_T = 6.5939 mN/m
checks complete
```
